# Hysteresis of a Landau ferroelectric under a fixed strain gradient

A single-domain ferroelectric film of thickness \(d\) has polarization \(P\) along its normal \(z\). Its in-plane strain \(u\) varies linearly through the thickness, with a uniform gradient \(G=du/dz\) that does not respond to the field. The energy density is

\[
F(P)=\frac a2P^2+\frac b4P^4-EP-fGP,\qquad a<0,\quad b>0 .
\]

Here \(E\) is the applied field and \(f\), in volts, is the flexocoupling coefficient. Take \(P\) to be uniform, and compare films with and without a gradient at the same temperature and the same mean strain, so that \(a\) and \(b\) are the same. A coercive field is the applied field at which \(P\) changes sign during a sweep.

For numerical work use \(a=-0.036\) (MV/cm)/(uC/cm2), \(b=4.0\times10^{-5}\) (MV/cm)/(uC/cm2)\(^3\), \(f=5\) V, \(G=0.001\) nm\(^{-1}\) and \(d=20\) nm. These are round values in the rough regime of epitaxial perovskite-oxide ferroelectric films.

### (a) The equation of state

**Question.** Find the condition for a stable state and show how \(G\) enters it. What does the result imply for the curve \(P(E)\)?

**Answer.** At a stationary point the first derivative of \(F\) vanishes:

\[
\frac{dF}{dP}=aP+bP^3-E-fG=0 .
\]

Define the flexocoupling field \(E_f=fG\) and the total driving field \(h=E+E_f\). Then

\[
aP+bP^3=h,\qquad \frac{d^2F}{dP^2}=a+3bP^2>0\ \text{for stability}. \tag{1}
\]

Neither relation contains \(G\) once \(h\) is used. The stable branches, and the values of \(h\) at which they end, are therefore those of the film without a gradient. Since \(E=h-E_f\), the whole quasi-static loop is displaced along the field axis by \(-E_f\) without changing shape.

A positive \(E_f\) favours positive \(P\). In the example,

\[
E_f=(5\ \text{V})(0.001\ \text{nm}^{-1})=0.005\ \text{V/nm}=0.050\ \text{MV/cm},
\]

because 1 V/nm is 10 MV/cm.

The coefficient \(f\) depends on how surface terms are counted. Suppose the coupling energy is written as \(-\tfrac12 f'(Pu'-uP')\), with primes on \(u\) and \(P\) denoting \(d/dz\). For uniform \(P\) the second term vanishes and the density is \(-\tfrac12f'GP\), so \(f=f'/2\). Integrating the second term by parts instead gives \(-f'GP\) in the bulk plus a surface term that restores the same total. What matters here is the effective coefficient of the whole film.

### (b) The coercive fields

**Question.** Follow the state through a slow sweep in both directions. Find both coercive fields and evaluate them.

**Answer.** Start on the negative branch and raise \(h\). On this branch \(dh/dP=a+3bP^2>0\), so \(P\) rises continuously until the derivative vanishes. With \(P_0=\sqrt{|a|/b}\), this happens at

\[
P=-s,\qquad s=\sqrt{\frac{|a|}{3b}}=\frac{P_0}{\sqrt3}.
\]

Since \(a=-3bs^2\), the driving field there is

\[
h=a(-s)+b(-s)^3=3bs^3-bs^3=2bs^3 .
\]

Call this value \(E_{c0}\). Using \(bP_0^2=|a|\),

\[
E_{c0}=2b\frac{P_0^3}{3\sqrt3}=\frac{2}{3\sqrt3}|a|P_0
=\frac{2}{3\sqrt3}\frac{|a|^{3/2}}{\sqrt b}. \tag{2}
\]

To find where the state goes, factor the equation of state at this field:

\[
bP^3-3bs^2P-2bs^3=b(P+s)^2(P-2s).
\]

The remaining root, \(P=2s\), is stable. The polarization was negative all along the branch and now jumps from \(-s\) to \(2s\), so it changes sign at \(h=E_{c0}\). Equation (1) is unchanged when \(P\) and \(h\) both change sign, so the downward sweep switches at \(h=-E_{c0}\). Returning to the applied field,

\[
E_{c+}=E_{c0}-E_f,\qquad E_{c-}=-E_{c0}-E_f. \tag{3}
\]

Both coercive fields move by \(-fG\), in the same direction and by the same amount. Their magnitudes change oppositely while they have opposite signs: for \(E_f>0\) it becomes easier to switch the film up and harder to switch it down. The midpoint and half-width separate the two quantities:

\[
\frac{E_{c+}+E_{c-}}2=-E_f,\qquad \frac{E_{c+}-E_{c-}}2=E_{c0}.
\]

For the example, \(P_0=\sqrt{0.036/(4.0\times10^{-5})}=30\) uC/cm2, and

\[
E_{c0}=0.3849\times0.036\times30=0.4157\ \text{MV/cm}.
\]

Hence \(E_{c+}=0.3657\) and \(E_{c-}=-0.4657\) MV/cm. The common shift of \(-0.050\) MV/cm corresponds to \(-0.10\) V across the film.

As a test, the occupied energy minimum was followed numerically through a complete loop in field steps of 0.001 MV/cm. It changed sign at \(+0.3655\) and \(-0.4655\) MV/cm, within half a step of equation (3).

### (c) Loop area, remanence and large gradients

**Question.** Does the gradient change the energy lost per cycle? Find the shift of the remanent polarizations to first order in \(G\), and the gradient at which the film ceases to be bistable at \(E=0\).

**Answer.** The loss per unit volume is

\[
\oint E\,dP=\oint h\,dP-E_f\oint dP=\oint h\,dP,
\]

because \(P\) returns to its initial value. The gradient does not change it. To evaluate it, let \(F_0=aP^2/2+bP^4/4\). On the continuous parts \(h\,dP=dF_0\), so a loss arises only in the jumps. In the upward jump the driving field does work

\[
E_{c0}\,[2s-(-s)]=(2bs^3)(3s)=6bs^4,
\]

while the stored energy changes by

\[
F_0(2s)-F_0(-s)=\frac a2(3s^2)+\frac b4(15s^4)
=-\frac92bs^4+\frac{15}{4}bs^4=-\frac34bs^4 .
\]

The loss in one jump is the work minus the change in stored energy, \(\tfrac{27}{4}bs^4\). The downward jump loses the same amount, so

\[
\oint E\,dP=\frac{27}{2}bs^4=\frac{27}{2}b\,\frac{a^2}{9b^2}=\frac{3a^2}{2b}.
\]

This is 48.6 J/cm3 in the example, since 1 MV/cm times 1 uC/cm2 is 1 J/cm3.

At \(E=0\) the remanent states obey \(aP+bP^3=E_f\). Put \(P=\pm P_0+\delta\). The constant terms cancel because \(a+bP_0^2=0\), and the linear terms give

\[
(a+3bP_0^2)\delta=2|a|\delta=E_f,\qquad
\delta=\frac{E_f}{2|a|}=\frac{0.050}{0.072}=0.69\ \text{uC/cm2}.
\]

The full cubic gives \(+30.67\) and \(-29.28\) uC/cm2, shifts of 0.67 and 0.72. They differ because the next term, \(\pm3bP_0\delta^2\), has opposite signs on the two branches. The loop moves rigidly along the field axis, but the remanent polarizations do not shift equally.

Two states exist at \(E=0\) while \(|E_f|<E_{c0}\). Bistability is lost at

\[
|G|=\frac{E_{c0}}{|f|}=\frac{0.04157\ \text{V/nm}}{5\ \text{V}}=0.0083\ \text{nm}^{-1}.
\]

Beyond this gradient, with \(a\) and \(b\) still held fixed, the hysteresis survives under a sufficiently wide sweep, but the loop lies wholly on one side of zero field. For \(G=0.010\) nm\(^{-1}\), equation (3) gives coercive fields of \(-0.084\) and \(-0.916\) MV/cm. In this model the film then has one zero-field state and cannot serve as a nonvolatile memory without a compensating bias. For the 20 nm example this is a formal limit, not a realistic one: such gradients require strains of about \(\pm8\%\) or more at the faces, where the electrostriction of part (f) can no longer be neglected.

### (d) Does the result need a quartic energy?

**Question.** Examine first a general energy \(F_0(P)\) with the same linear coupling, then an added coupling \(-gGP^3\).

**Answer.** With only the linear coupling, stationarity reads \(dF_0/dP=E+fG\). The argument of part (a) applies unchanged: the loop is displaced by \(-fG\), whatever the form of \(F_0\), provided that \(F_0\) gives a hysteresis loop and does not itself depend on \(G\). For instance, adding \(cP^6/6\) with \(c=10^{-8}\) (MV/cm)/(uC/cm2)\(^5\) gives coercive fields of \(\pm0.402\) MV/cm at \(G=0\). With the gradient they become \(+0.352\) and \(-0.452\) MV/cm. The half-width has changed from the quartic value, but the shift has not.

The cubic coupling breaks the rigid displacement. The quartic film now obeys

\[
E=aP+bP^3-3gGP^2-fG .
\]

A coercive field is the value of the right-hand side at its extremum. Moving the extremum slightly changes that value only at second order, so the first-order shift may be evaluated at the old positions \(P=\mp s\):

\[
\Delta E_{c\pm}=-(f+3gs^2)G+O(G^2).
\]

The shifts are still equal at first order, because \(P^2\) is the same at both points. At second order they need not be. The shift therefore measures \(f+3gs^2\), not \(f\) alone, if such a coupling is present.

### (e) Sweeps at finite rate

**Question.** Let \(\rho\,dP/dt=-dF/dP\), where \(\rho\) is a constant damping coefficient. Is the midpoint still \(-E_f\) for a triangular drive? For a sinusoidal drive centred on \(E=0\)?

**Answer.** The equation of motion is

\[
\rho\frac{dP}{dt}=h(t)-aP-bP^3 .
\]

On a linear ramp \(dh/dt=dE/dt=r\), with or without a gradient. The upward and downward ramps are then related by reversing both \(P\) and \(h\), except for their starting points, which lie at \(h=\mp A+E_f\) for a drive of amplitude \(A\). The difference \(\eta=P_1-P_2\) between two solutions with the same \(h(t)\) obeys

\[
\rho\frac{d\eta}{dt}=-\left[a+b(P_1^2+P_1P_2+P_2^2)\right]\eta .
\]

On a stable branch the bracket is positive, and memory of the starting point decays exponentially. It can grow again during the jump, so the ramp before switching must be long enough for the decay to dominate, and the switching must take place before the ramp turns round. Under that condition switching occurs at \(h=\pm E_{\rm dyn}(r)\), and the midpoint in \(E\) remains \(-E_f\).

For \(A=0.80\) MV/cm and a period of \(400\rho/|a|\), integration of the equation of motion gives \(E_{c+}=0.4398\) and \(E_{c-}=-0.5398\) MV/cm. The half-width has grown to 0.490 MV/cm, while the midpoint is \(-0.0500\) MV/cm.

For a sinusoid of angular frequency \(\omega\), the sweep rate depends on the applied field:

\[
|dE/dt|=\omega\sqrt{A^2-E^2}.
\]

With \(E_f>0\), upward switching occurs at a smaller \(|E|\) than downward switching, and hence at a higher rate. A higher rate delays switching, as follows from

\[
\frac{dP}{dh}=\frac{h-aP-bP^3}{\rho r}:
\]

while \(P\) lags on an upward sweep the numerator is positive, so a larger \(r\) makes \(P\) rise less per unit of \(h\). The positive coercive field therefore has the larger delay, and the midpoint moves upward from \(-E_f\).

With the same amplitude and period, the coercive fields are \(+0.4546\) and \(-0.5487\) MV/cm. The midpoint is \(-0.0471\) MV/cm, which underestimates the flexocoupling field by 6% of its value. Equal shifts thus hold for the slow loop, and for ramps under the stated condition, but not for every drive.

### (f) Strain that changes the double well

**Question.** A strain gradient implies a strain that varies with depth. Let electrostriction add \(quP^2\) to the energy density, with \(q=10^{10}\) V m/C, a rough typical size. What happens to the loop if the mean strain is unchanged? What if it is not?

**Answer.** Measure \(z\) from the mid-plane. The quadratic coefficient becomes \(a+\delta a(z)\), with \(\delta a=2qGz\). The strain is \(\pm1\%\) at the two faces, where \(\delta a=\pm0.020\) in the units of \(a\). This is more than half of \(|a|\), so it cannot be dismissed by its size alone.

The polarization may now vary with depth, but the displacement \(D\) is common to all layers. With background relative permittivity \(\epsilon_b=7\), the local field is \(\kappa(D-P)\), where

\[
\kappa=\frac1{\epsilon_0\epsilon_b}\approx1.6\ \text{(MV/cm)/(uC/cm2)} .
\]

Neglecting the energy of polarization gradients, each layer satisfies

\[
(a+\delta a)P+bP^3=\kappa(D-P)+E_f .
\]

Write \(P=\bar P+p\) with \(\langle p\rangle=0\), where the brackets denote an average over depth. Subtract the depth average and keep first order in \(\delta a\):

\[
(\kappa+a+3b\bar P^2)p=-\delta a\,\bar P,\qquad p\approx-\frac{\delta a}{\kappa}\bar P,
\]

since \(\kappa\) is much larger than \(|a|\) and \(3b\bar P^2\). The applied field is the mean local field, \(E=\kappa(D-\bar P)\). Averaging the layer equation gives

\[
a\bar P+b\bar P^3+\langle\delta a\,p\rangle+3b\bar P\langle p^2\rangle+\ldots=E+E_f .
\]

The term in \(\langle p^2\rangle\) is smaller than \(\langle\delta a\,p\rangle\) by a factor of order \(3b\bar P^2/\kappa\). To leading order, therefore,

\[
a_{\rm eff}=a-\frac{\langle\delta a^2\rangle}{\kappa},\qquad
\frac{\langle\delta a^2\rangle}{\kappa}=\frac{0.020^2/3}{1.6}\approx8\times10^{-5}.
\]

This is 0.23% of \(|a|\). Since \(E_{c0}\propto|a|^{3/2}\), the half-width rises by about 0.34%, and a numerical solution of the layered film gives the same change. The correction grows as \(G^2\), however. At the gradient of 0.0083 nm\(^{-1}\) found in part (c) it would raise the half-width by about a quarter, and the film would still be bistable at \(E=0\). The midpoint stays at \(-E_f\): replacing \(\kappa D+E_f\) by a new variable \(\kappa D'\) removes \(E_f\) from every layer equation and leaves \(E+E_f=\kappa(D'-\bar P)\).

A change of mean strain acts at first order. A mean tension of 0.10% gives \(\delta a=0.002\), and the half-width falls by 8.2%, or 0.034 MV/cm. If this accompanies the gradient, \(E_{c+}\) moves by \(-0.050-0.034=-0.084\) MV/cm, but \(E_{c-}\) by only \(-0.050+0.034=-0.016\) MV/cm. The shifts are then unequal, which is why the mean strain was held fixed.

### (g) Reading the result for a real film

**Question.** Which features of a real device alter the half-width, and which can be mistaken for the flexoelectric shift?

**Answer.** The chosen \(P_0\), and an \(f\) of a few volts, are of ordinary size for perovskite-oxide films. The gradient is large: it requires the strain to change by 2% across 20 nm. A beam 1 mm thick with surface strains of \(\pm0.01\%\) has \(G=0.2\) m\(^{-1}\), and the same \(f\) would give only 1 V/m. The model keeps \(P\) along \(z\). An in-plane component is not opposed by the stiffness \(\kappa\) of part (f), and tension favours it: its quadratic coefficient changes by roughly 0.02 per 1% of strain in perovskite oxides. Unless the mean strain is strongly compressive, \(P\) may tilt near the tensile face, especially close to switching, and the small correction of part (f) then no longer applies. The model also assumes coherent switching, which real films need not follow. Nucleation and domain-wall motion, not calculated here, can make coercive fields several times smaller than \(E_{c0}\), so 0.42 MV/cm is an intrinsic model value and not a prediction for a device. The drive of 0.80 MV/cm, or 1.6 V, is 40% of a rough breakdown field of 2 MV/cm.

Other influences on the half-width can be sized separately, with everything else held fixed:

- Imperfect electrodes with a total screening length \(\lambda=0.02\) nm, a rough value, reduce the film field by about \(\lambda P/(\epsilon_0d)\). This adds \(\lambda/(\epsilon_0d)\approx0.011\) to \(a\) and lowers the half-width by about 43%, to roughly 0.24 MV/cm. With identical electrodes the midpoint remains \(-0.050\) MV/cm.
- A column of 5 × 5 × 20 nm, treated as free of its surroundings, has a barrier of 25 eV at \(h=0\), that is, at zero total driving field. The barrier falls to \(25kT=0.65\) eV at 300 K when \(|h|=0.379\) MV/cm, 8.9% below \(E_{c0}\). The barrier depends only on \(h\), so this criterion leaves the midpoint unchanged.
- Warming by 10 K, with a rough Curie constant of \(1.5\times10^5\) K, lowers the half-width by 3.1%.

The midpoint is vulnerable to a different error. Electrodes whose work functions differ by 0.10 eV produce a bias of

\[
\frac{0.10\ \text{V}}{20\ \text{nm}}=0.005\ \text{V/nm}=0.050\ \text{MV/cm},
\]

as large as the flexocoupling field. Depending on its sign, it can double the shift or cancel it. A single displaced loop therefore measures the total internal bias. If \(G\) can be reversed while the electrodes and all other biases stay the same, the difference of the two midpoints isolates the contribution of the gradient. For the linear coupling alone, measured with a slow loop or with ramps under the condition of part (e), it is

\[
m(G)-m(-G)=-2fG,
\]

or \(-0.10\) MV/cm for the example; the sinusoidal drive of part (e) gives \(-0.094\) MV/cm instead. If the cubic coupling of part (d) is also present, \(f\) is replaced by \(f+3gs^2\) to first order in \(G\), so this measurement does not separate the two couplings. The complete values are listed in the numerical output.

## Computed results

```
a = -0.036 (MV/cm)/(uC/cm2); b = 4.0e-05 (MV/cm)/(uC/cm2)^3
flexocoupling f = 5.0 V; gradient G = 0.0010 1/nm
film thickness = 20.0 nm
strain at the two faces = +/-1.00 %
spontaneous polarization P0 = 30.00 uC/cm2
P at loss of stability, size = 17.32 uC/cm2
P after the jump, size = 34.64 uC/cm2
coercive field without gradient Ec0 = 0.4157 MV/cm
flexocoupling field fG = 0.0500 MV/cm
formula Ec+ = 0.3657 MV/cm
formula Ec- = -0.4657 MV/cm
field step of followed loops = 0.0010 MV/cm
loop G = +0.000 1/nm: Ec+ = +0.4155, Ec- = -0.4155 MV/cm, area = 48.58 J/cm3
loop G = +0.001 1/nm: Ec+ = +0.3655, Ec- = -0.4655 MV/cm, area = 48.58 J/cm3
loop G = -0.004 1/nm: Ec+ = +0.6155, Ec- = -0.2155 MV/cm, area = 48.58 J/cm3
loop G = +0.010 1/nm: Ec+ = -0.0845, Ec- = -0.9155 MV/cm, area = 48.58 J/cm3
formula loop area = 48.60 J/cm3
sixth-order energy, G = 0: Ec+ = +0.4025, Ec- = -0.4025 MV/cm
sixth-order energy, with G: Ec+ = +0.3525, Ec- = -0.4525 MV/cm
remanent P = +30.672 and -29.280 uC/cm2
first-order remanent shift = 0.694 uC/cm2
gradient that removes bistability = 0.00831 1/nm
drive: amplitude 0.80 MV/cm, period 400 rho/|a|
ramp: Ec+ = +0.4398, Ec- = -0.5398, midpoint = -0.05000 MV/cm
sinusoid: Ec+ = +0.4546, Ec- = -0.5487, midpoint = -0.04706 MV/cm
electrostriction q = 1.0e+10 V m/C; background eps = 7.0
change of a at the faces = +/-0.0200 (MV/cm)/(uC/cm2)
layered film: midpoint = -0.05000 MV/cm, half-width change = +0.34 %
mean tensile strain 0.10 %: half-width change = -8.2 %
total screening length 0.020 nm: half-width = 0.2363 MV/cm, change = -43.1 %
loop with screening: Ec+ = +0.1865, Ec- = -0.2865 MV/cm
work-function difference 0.10 eV: bias size = 0.0500 MV/cm
zero-field barrier density = 8.10 J/cm3
free column 5 x 5 x 20 nm: zero-field barrier = 25.28 eV
25 kT at 300 K = 0.646 eV
half-width when column barrier is 25 kT = 0.3789 MV/cm, change = -8.9 %
Curie constant 1.5e+05 K, warming 10 K: half-width change = -3.1 %
rough breakdown field = 2.0 MV/cm; drive uses 40 % of it
drive voltage amplitude = 1.60 V
```
